# Positive evolution and a certified equilibrium for projectile charge fractions: verification in Python

```python
"""
RESULT UNDER TEST
Charge fractions F obey dF/dx = A F, with A[j,i] = sigma(i->j) off the
diagonal and zero column sums. Uniformization gives positive, normalized F.
Its limit is the unique null vector pi, found by subtraction-free elimination.
The distance from equilibrium obeys |F-pi|_1 <= K |A F|_1.

SYMBOLS AND UNITS
rate[i,j] : cross section from state i to state j, in 1e-16 cm^2
x         : areal density, in 1e16 molecules/cm^2 (so rate*x is a number)
states    : boron charges -1, 0, ..., 5
The cross sections are rough round model values, not computed atomic data.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

mp.mp.dps = 60
charges = np.arange(-1, 6)
size = len(charges)
loss_one = [15, 6, 2.5, 0.8, 2e-3, 5e-4]
capture_one = [0.02, 0.5, 2, 5, 9, 14]
loss_two = [2, 0.8, 0.2, 4e-4, 1e-6]
capture_two = [1e-3, 0.1, 0.4, 1, 2]
processes = []
for i in range(size - 1):
    processes += [(i, i + 1, loss_one[i]), (i + 1, i, capture_one[i])]
for i in range(size - 2):
    processes += [(i, i + 2, loss_two[i]), (i + 2, i, capture_two[i])]
rate = np.zeros((size, size))
for i, j, sigma in processes:
    rate[i, j] = sigma


def generator(r):
    return r.T - np.diag(r.sum(axis=1))


def evolve(r, start, x, tolerance=1e-30):
    """Uniformization; returns fractions and summed bound on omitted weight."""
    exits = r.sum(axis=1)
    big_rate = 1.25 * exits.max()
    jump = r.T / big_rate + np.diag(1 - exits / big_rate)
    pieces = max(1, int(np.ceil(big_rate * x / 20)))
    mean = big_rate * x / pieces
    f, omitted = np.array(start, float), 0.0
    for _ in range(pieces):
        term, weight, k = f.copy(), np.exp(-mean), 0
        total = weight * term
        while True:
            k += 1
            weight *= mean / k
            if k + 1 > mean:
                tail = weight / (1 - mean / (k + 1))
                if tail < tolerance:
                    break
            term = jump @ term
            total += weight * term
        f = total / total.sum()
        omitted += tail
    return f, omitted


def equilibrium(r):
    """State elimination with additions, products and quotients only."""
    r = r.copy()
    n = len(r)
    out = np.zeros(n)
    for k in range(n - 1, 0, -1):
        out[k] = r[k, :k].sum()
        assert out[k] > 0
        for i in range(k):
            for j in range(k):
                if i != j:
                    r[i, j] += r[i, k] * r[k, j] / out[k]
    p = np.zeros(n)
    p[0] = 1
    for k in range(1, n):
        p[k] = p[:k] @ r[:k, k] / out[k]
    return p / p.sum()


def mp_generator(r):
    n = len(r)
    a = mp.zeros(n)
    for i in range(n):
        for j in range(n):
            if i != j:
                s = mp.mpf(float(r[i, j]))
                a[j, i] += s
                a[i, i] -= s
    return a


def mp_null(r):
    a = mp_generator(r)
    n = len(r)
    b = mp.zeros(n, 1)
    for j in range(n):
        a[n - 1, j] = 1
    b[n - 1] = 1
    return mp.lu_solve(a, b)


def mp_evolve(r, start, x):
    s = mp.matrix([mp.mpf(float(v)) for v in start])
    return mp.expm(mp_generator(r) * mp.mpf(float(x))) * s


def to_array(v):
    return np.array([float(t) for t in v])


def norm1(v):
    return np.abs(v).sum()


A = generator(rate)
identity = np.eye(size)
start = identity[0]
pi = equilibrium(rate)
max_exit = rate.sum(axis=1).max()

# Evolution against high precision and against process-by-process integration.
worst_relative = 0.0
for x in (0.03, 0.3, 1.0, 3.0):
    f, _ = evolve(rate, start, x)
    reference = to_array(mp_evolve(rate, start, x))
    worst_relative = max(worst_relative, np.max(np.abs(f / reference - 1)))
    assert np.all(f > 0) and abs(f.sum() - 1) < 1e-14
assert worst_relative < 1e-12


def flow(_, f):
    change = np.zeros(size)
    for i, j, sigma in processes:
        change[i] -= sigma * f[i]
        change[j] += sigma * f[i]
    return change


ode = solve_ivp(flow, (0, 0.3), start, method="DOP853", rtol=1e-10, atol=1e-13)
f_03 = evolve(rate, start, 0.3)[0]
assert norm1(ode.y[:, -1] - f_03) < 1e-8

# A deliberately short series must respect its error bound.
short, omitted = evolve(rate, start, 0.5, 1e-3)
short_error = norm1(short - to_array(mp_evolve(rate, start, 0.5)))
assert 1e-9 < short_error <= 2 * omitted

# Positivity of competing steps.
assert np.min(identity + A / max_exit) > -1e-15
assert np.min(identity + 1.01 * A / max_exit) < -0.009


def crank_nicolson(h):
    return np.linalg.solve(identity - h * A / 2, identity + h * A / 2)


assert np.min(crank_nicolson(2 / max_exit)) > -1e-14
cn_minimum = np.min(crank_nicolson(1.0) @ start)
assert cn_minimum < -0.1
for h in (0.01, 0.3, 10, 1000):
    assert np.min(np.linalg.inv(identity - h * A)) > -1e-14
implicit = np.linalg.inv(identity - 0.3 * A)
implicit_error = norm1(implicit @ start - f_03)
implicit_limit = norm1(np.linalg.matrix_power(implicit, 60) @ start - pi)
assert implicit_error > 0.05 and implicit_limit < 1e-12
errors = []
for steps in (200, 400):
    one = np.linalg.inv(identity - 0.3 / steps * A)
    errors.append(norm1(np.linalg.matrix_power(one, steps) @ start - f_03))
assert abs(errors[0] / errors[1] - 2) < 0.05
clipped, history = start.copy(), []
for _ in range(500):
    clipped = np.maximum(clipped + 2.5 / max_exit * (A @ clipped), 0)
    clipped /= clipped.sum()
    history.append(clipped[0] / pi[0])
clip_low, clip_high = min(history[-10:]), max(history[-10:])
assert clip_low == 0 and clip_high > 1.5

# Null vector, including a case with extremely rare inner-shell loss.
pi_mp = mp_null(rate)
gth_error = np.max(np.abs(pi / to_array(pi_mp) - 1))
assert gth_error < 1e-13
assert np.max(np.abs(evolve(rate, start, 12)[0] / pi - 1)) < 1e-11
assert np.max(np.abs(evolve(rate, identity[-1], 12)[0] / pi - 1)) < 1e-11
rare = rate.copy()
rare[:5, 5:] *= 1e-10
rare_reference = to_array(mp_null(rare))
rare_gth = equilibrium(rare)
svd_vector = np.linalg.svd(generator(rare))[2][-1]
svd_vector /= svd_vector.sum()
rare_gth_error = np.max(np.abs(rare_gth / rare_reference - 1))
rare_svd_error = abs(svd_vector[-1] / rare_reference[-1] - 1)
assert rare_gth_error < 1e-13 and rare_svd_error > 1e-6

# Spectrum and late decay, the latter from high-precision evolution.
eigenvalues = sorted(np.linalg.eigvals(A), key=lambda z: abs(z))
assert abs(eigenvalues[0]) < 1e-12
assert max(z.real for z in eigenvalues[1:]) < 0
gap = min(-z.real for z in eigenvalues[1:])
late = []
for x in (12, 13):
    d = mp_evolve(rate, start, x) - pi_mp
    late.append(sum(abs(v) for v in d))
late_decay = float(mp.log(late[0] / late[1]))
assert abs(late_decay / gap - 1) < 5e-3
distances = [norm1(evolve(rate, start, x)[0] - pi)
             for x in np.linspace(0, 4, 41)]
assert np.max(np.diff(distances)) < 1e-14

# One-electron product law and its failure with two-electron processes.
single = np.zeros_like(rate)
for i, j, sigma in processes:
    if abs(i - j) == 1:
        single[i, j] = sigma
product = np.cumprod(np.r_[1, np.array(loss_one) / np.array(capture_one)])
product /= product.sum()
assert np.max(np.abs(product / to_array(mp_null(single)) - 1)) < 1e-12
assert np.max(np.abs(equilibrium(single) / product - 1)) < 1e-12
current_12 = pi[2] * rate[2, 3] - pi[3] * rate[3, 2]
assert abs(current_12) > 1e-3 and pi[-1] / product[-1] > 2
direct_share = pi[4] * rate[4, 6] / (pi[:6] @ rate[:6, 6])

# Residual certificate; least squares does not use the shifted matrix M.
M = A - np.outer(pi, np.ones(size))
inverse_M = np.linalg.inv(M)
pairs = [(i, j) for i in range(size) for j in range(i)]
K = max(norm1(inverse_M @ (identity[i] - identity[j])) / 2 for i, j in pairs)


def zero_sum_solution(r):
    d = np.linalg.lstsq(A, r, rcond=1e-13)[0]
    return d - d.sum() * pi


K_direct = max(norm1(zero_sum_solution((identity[i] - identity[j]) / 2))
               for i, j in pairs)
assert abs(K_direct / K - 1) < 1e-10
rng = np.random.default_rng(4)
for _ in range(200):
    f = rng.dirichlet(np.ones(size))
    assert norm1(inverse_M @ A @ f - (f - pi)) < 1e-12
    r = rng.normal(size=size)
    r -= r.mean()
    assert norm1(zero_sum_solution(r)) <= K * norm1(r) * (1 + 1e-10)

# Stripper cell.
energy, mass_number = 1e6, 11.009
pressure_mtorr, length_cm, temperature = 5.0, 60.0, 300.0
density = pressure_mtorr * 1e-3 * const.torr / (const.k * temperature) * 1e-6
cell = density * length_cm / 1e16
speed = np.sqrt(2 * energy * const.e / (mass_number * const.atomic_mass))
f_cell = evolve(rate, start, cell)[0]
mean_cell = charges @ f_cell
residual = norm1(A @ f_cell)
distance = norm1(f_cell - pi)
assert distance <= K * residual
x_one = brentq(lambda x: norm1(evolve(rate, start, x)[0] - pi) - 0.01, 0.01, 8)
pressure_one = pressure_mtorr * x_one / cell

# Energy loss: rough stopping and rough energy exponents.
stopping = 2e-13  # eV cm^2 per molecule
energy_loss = stopping * cell * 1e16
upward = np.triu(np.ones((size, size)), 1)
f_energy = start.copy()
for k in range(40):
    e_ratio = 1 - energy_loss * (k + 0.5) / 40 / energy
    scaled = rate * np.where(upward > 0, e_ratio**-0.5, e_ratio**-2)
    f_energy = evolve(scaled, f_energy, cell / 40)[0]
energy_shift = charges @ f_energy - mean_cell


# A long-lived excited B+ state as an eighth state.
def with_metastable(share, factor):
    r = np.zeros((size + 1, size + 1))
    r[:size, :size] = rate
    r[:size, size] = share * rate[:, 2]
    r[:size, 2] *= 1 - share
    r[size, :size] = rate[2]
    r[size, 3:size] *= factor
    f = evolve(r, np.r_[start, 0], cell)[0]
    merged = f[:size].copy()
    merged[2] += f[size]
    return merged


assert norm1(with_metastable(0.5, 1.0) - f_cell) < 1e-13
f_meta = with_metastable(0.5, 1.5)
meta_shift = charges @ f_meta - mean_cell

# Time between charge changes, scattering bound and input uncertainty.
mean_exit = pi @ rate.sum(axis=1)
collision_time = 1 / (density * mean_exit * 1e-16 * speed * 100)
acceptance = 5e-3
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 100  # eV cm
impact = 5 * 7 * coulomb / (energy * acceptance)
scattered = np.pi * impact**2 * 2 * cell * 1e16
samples = []
for n in range(400):
    varied = rate * np.exp(0.3 * rng.normal(size=rate.shape))
    f = evolve(varied, start, cell, 1e-14)[0]
    samples.append([charges @ f, f[3]])
    if n < 10:
        new_pi = equilibrium(varied)
        predicted = -inverse_M @ (generator(varied) - A) @ new_pi
        assert norm1(new_pi - pi - predicted) < 1e-12
spread = np.std(samples, axis=0)


def row(values):
    return " ".join(f"{v:.3e}" for v in values)


print("Cross sections in 1e-16 cm^2; x in 1e16 molecules/cm^2")
print("one-electron loss, from -1 to 4+:", *loss_one)
print("one-electron capture, from 0 to 5+:", *capture_one)
print("two-electron loss, from -1 to 3+:", *loss_two)
print("two-electron capture, from 1+ to 5+:", *capture_two)
print(f"energy = {energy/1e6:.1f} MeV; speed = {speed:.3e} m/s")
print(f"cell: {pressure_mtorr} mTorr, {length_cm} cm, {temperature} K")
print(f"gas density = {density:.3e} cm^-3; cell x = {cell:.4f}")
print("Fractions in order -1, 0, 1+, 2+, 3+, 4+, 5+")
for x in (0.03, 0.1, 0.3):
    print(f"x={x}:", row(evolve(rate, start, x)[0]))
print("cell exit:", row(f_cell))
print("equilibrium:", row(pi))
print(f"mean charge: cell {mean_cell:.4f}, equilibrium {charges @ pi:.4f} e")
print(f"largest exit cross section = {max_exit:.3f} e-16 cm^2")
print(f"uniformization rate = {1.25*max_exit:.3f} e-16 cm^2")
print(f"worst relative evolution error = {worst_relative:.1e}")
print(f"short series: error {short_error:.2e}, bound {2*omitted:.2e}")
print(f"Crank-Nicolson x-step 1: lowest fraction {cn_minimum:.4f}")
print(f"implicit Euler x-step 0.3: 1-norm error {implicit_error:.4f}")
print(f"same, 60 steps: distance from equilibrium {implicit_limit:.1e}")
print(f"clipped Euler B-/equilibrium: {clip_low:.3f} to {clip_high:.3f}")
print(f"elimination: worst relative error {gth_error:.1e}")
print(f"rare-loss case: true 5+ fraction {rare_reference[-1]:.3e}")
print(f"rare-loss relative error: elimination {rare_gth_error:.1e}")
print(f"rare-loss 5+ relative error: SVD {rare_svd_error:.1e}")
print(f"decay constant: eigenvalue {gap:.4f}, late {late_decay:.4f} e-16 cm^2")
print(f"5+ equilibrium / one-electron product law = {pi[-1]/product[-1]:.3f}")
print(f"direct 3+ to 5+ share of 5+ supply = {direct_share:.4f}")
print(f"net 1+ to 2+ one-electron current = {current_12:.4e} e-16 cm^2")
print(f"K = {K:.4f} e16 cm^-2")
print(f"cell residual = {residual:.4e} e-16 cm^2")
print(f"cell distance = {distance:.4e}; certified bound = {K*residual:.4e}")
print(f"x for distance 0.01 = {x_one:.4f}; pressure = {pressure_one:.3f} mTorr")
print("Neglected effects at cell exit (rough inputs)")
print(f"stopping = {stopping:.1e} eV cm^2; energy loss = {energy_loss:.1f} eV")
print("energy exponents: loss -0.5, capture -2")
print(f"energy-loss shift of mean charge = {energy_shift:.2e} e")
print("metastable B+: arrival share 0.5, loss factor 1.5")
print(f"metastable shift: mean {meta_shift:.4f} e, 2+ {f_meta[3]-f_cell[3]:.4f}")
print(f"mean time between charge changes = {collision_time*1e9:.2f} ns")
print(f"1 ns lifetime / collision time = {1e-9/collision_time:.4f}")
print(f"scattered beyond {acceptance*1e3:.0f} mrad, upper = {scattered:.4f}")
print(f"30% input spread: mean {spread[0]:.4f} e, 2+ fraction {spread[1]:.4f}")
print("all tests passed")
```

It prints:

```
Cross sections in 1e-16 cm^2; x in 1e16 molecules/cm^2
one-electron loss, from -1 to 4+: 15 6 2.5 0.8 0.002 0.0005
one-electron capture, from 0 to 5+: 0.02 0.5 2 5 9 14
two-electron loss, from -1 to 3+: 2 0.8 0.2 0.0004 1e-06
two-electron capture, from 1+ to 5+: 0.001 0.1 0.4 1 2
energy = 1.0 MeV; speed = 4.187e+06 m/s
cell: 5.0 mTorr, 60.0 cm, 300.0 K
gas density = 1.609e+14 cm^-3; cell x = 0.9656
Fractions in order -1, 0, 1+, 2+, 3+, 4+, 5+
x=0.03: 6.006e-01 3.166e-01 7.583e-02 6.775e-03 2.575e-04 3.042e-08 2.261e-12
x=0.1: 1.831e-01 4.817e-01 2.743e-01 5.718e-02 3.752e-03 8.471e-07 9.216e-11
x=0.3: 6.453e-03 2.102e-01 5.026e-01 2.514e-01 2.921e-02 9.980e-06 1.508e-09
cell exit: 7.292e-05 3.969e-02 4.045e-01 4.747e-01 8.097e-02 3.401e-05 5.976e-09
equilibrium: 6.452e-05 3.559e-02 3.851e-01 4.920e-01 8.719e-02 3.713e-05 6.609e-09
mean charge: cell 1.5970, equilibrium 1.6308 e
largest exit cross section = 17.000 e-16 cm^2
uniformization rate = 21.250 e-16 cm^2
worst relative evolution error = 1.0e-15
short series: error 1.84e-04, bound 1.36e-03
Crank-Nicolson x-step 1: lowest fraction -0.7890
implicit Euler x-step 0.3: 1-norm error 0.4188
same, 60 steps: distance from equilibrium 2.0e-16
clipped Euler B-/equilibrium: 0.000 to 2.510
elimination: worst relative error 2.2e-16
rare-loss case: true 5+ fraction 6.608e-19
rare-loss relative error: elimination 1.1e-16
rare-loss 5+ relative error: SVD 1.5e+02
decay constant: eigenvalue 4.0511, late 4.0511 e-16 cm^2
5+ equilibrium / one-electron product law = 10.549
direct 3+ to 5+ share of 5+ supply = 0.8245
net 1+ to 2+ one-electron current = -2.1406e-02 e-16 cm^2
K = 0.4266 e16 cm^-2
cell residual = 1.8903e-01 e-16 cm^2
cell distance = 4.7045e-02; certified bound = 8.0649e-02
x for distance 0.01 = 1.3491; pressure = 6.986 mTorr
Neglected effects at cell exit (rough inputs)
stopping = 2.0e-13 eV cm^2; energy loss = 1931.3 eV
energy exponents: loss -0.5, capture -2
energy-loss shift of mean charge = -7.96e-04 e
metastable B+: arrival share 0.5, loss factor 1.5
metastable shift: mean 0.0577 e, 2+ 0.0403
mean time between charge changes = 43.97 ns
1 ns lifetime / collision time = 0.0227
scattered beyond 5 mrad, upper = 0.0616
30% input spread: mean 0.1065 e, 2+ fraction 0.0776
all tests passed
```
